**Quasinormal modes of a dielectric slab at normal incidence**

For a slab of constant index n and thickness L in air, the program tests ω_m = (c/nL)(mπ - iγ), with γ = ln[(n+1)/(n-1)] and integer order m. The quality factor Q = Re ω/(2|Im ω|) is then mπ/(2γ), which is 2.672m for n = 3.5. A Legendre-Galerkin eigenproblem with radiating faces supplies the complex frequencies independently, and the program asserts their values, parity and number within a box of the complex plane for n = 2 and n = 3.5. It also asserts that a pulse returns multiplied by r² after one round trip, where r = (n-1)/(n+1). Direct matching of wave amplitudes confirms the transmission formula and shows that the half-maximum width gives a lower value, 2.339m. A further assertion covers a slab with air above and oxide below, for which Q is 2.138m. The output lists the modes of a 2200 nm silicon membrane and estimates the effects of dispersion, absorption, heating, thickness variation and beam divergence from rough inputs.

## Numerical check

```python
"""
Quasinormal modes of a slab (index n, thickness L) in air, normal incidence.
Result under test, for fields E(x) exp(-i omega t) with outgoing waves:
    omega_m = (c/(n L)) (m pi - i gamma),  gamma = ln((n+1)/(n-1)),
    Q_m = Re(omega)/(2 |Im(omega)|) = m pi/(2 gamma), about 2.67 m at n = 3.5.
Independent road: Galerkin eigenvalues of the wave equation in the slab with
radiating faces, time evolution of a pulse, and direct wave matching.
In the numerical eigenproblem lengths are in units of L and k = omega L/c.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import c
from scipy.linalg import eig, expm
from scipy.optimize import brentq

SIZE = 40
nodes, weights = leg.leggauss(60)
norms = np.sqrt(2 * np.arange(SIZE) + 1)       # orthonormal on 0 < x < 1
values = leg.legvander(nodes, SIZE - 1) * norms
slopes = 2 * leg.legval(nodes, leg.legder(np.eye(SIZE))).T * norms
stiffness = slopes.T @ (slopes * (weights / 2)[:, None])
right_face = norms.copy()
left_face = norms * (-1.0) ** np.arange(SIZE)


def wave_matrix(n, n_left=1.0, n_right=1.0):
    """Matrix whose eigenvalues are k, acting on (E, k E)."""
    radiation = (n_right * np.outer(right_face, right_face)
                 + n_left * np.outer(left_face, left_face))
    return np.block([[np.zeros((SIZE, SIZE)), np.eye(SIZE)],
                     [stiffness / n**2, -1j * radiation / n**2]])


def gamma_of(n):
    return np.log((n + 1) / (n - 1))


def quality(omega):
    return omega.real / (2 * abs(omega.imag))


# Test 1: complex frequencies, their number and their parity
top = 12
for n_test in (2.0, 3.5):
    k_all, vectors = eig(wave_matrix(n_test))
    phase = n_test * k_all
    for m in range(-top, top + 1):
        target = m * np.pi - 1j * gamma_of(n_test)
        j = np.argmin(abs(phase - target))
        assert abs(phase[j] - target) < 1e-5
        field = vectors[:SIZE, j]
        ratio = (right_face @ field) / (left_face @ field)
        assert abs(ratio - (-1) ** m) < 1e-4
    in_box = (abs(phase.real) < (top + 0.5) * np.pi) & (abs(phase.imag) < 3)
    # one extra eigenvalue: the static uniform field, which does not radiate
    assert np.sum(in_box) == 2 * top + 2
    assert np.sum(abs(phase) < 1e-4) == 1

n = 3.5
L = 2200e-9
gamma = gamma_of(n)
r = (n - 1) / (n + 1)
k_numeric = eig(wave_matrix(n), right=False)
order = 10
j = np.argmin(abs(n * k_numeric - (order * np.pi - 1j * gamma)))
Q_numeric = quality(k_numeric[j])
coefficient = np.pi / (2 * gamma)
assert abs(Q_numeric / order - coefficient) < 1e-5
assert abs(Q_numeric / order - 2.67) < 0.005

# Test 2: a pulse inside the slab returns times r^2 after one round trip
pulse = (1 - nodes**2) ** 6
start = np.concatenate([values.T @ (weights / 2 * pulse), np.zeros(SIZE)])
later = expm(-1j * wave_matrix(n) * 2 * n) @ start
returned = values @ later[:SIZE]
assert np.max(abs(returned - r**2 * pulse)) < 1e-4
pulse_factor = np.sum(weights * pulse * returned.real) / np.sum(
    weights * pulse**2)


# Test 3: transmission from matching four wave amplitudes at the two faces
def transmission(delta):
    e = np.exp(1j * delta)
    # unknowns: reflected, forward inside, backward inside, transmitted
    system = np.array([[-1, 1, 1, 0], [1, n, -n, 0],
                       [0, e, 1 / e, -1], [0, n * e, -n / e, -1]])
    return abs(np.linalg.solve(system, np.array([1, 1, 0, 0]))[3]) ** 2


for delta in np.linspace(0.1, 6.0, 23):
    airy = np.sinh(gamma)**2 / (np.sinh(gamma)**2 + np.sin(delta)**2)
    assert abs(transmission(delta) - airy) < 1e-10
centre = order * np.pi
upper = brentq(lambda d: transmission(d) - 0.5, centre, centre + np.pi / 2)
lower = brentq(lambda d: transmission(d) - 0.5, centre - np.pi / 2, centre)
Q_width = centre / (upper - lower)
assert abs(Q_width - centre / (2 * np.arcsin(np.sinh(gamma)))) < 1e-6
assert Q_width < Q_numeric

# Test 4: different media on the two sides (air above, oxide below)
n_oxide = 1.45
r_oxide = (n - n_oxide) / (n + n_oxide)
gamma_oxide = -0.5 * np.log(r * r_oxide)
k_oxide = eig(wave_matrix(n, 1.0, n_oxide), right=False)
target = order * np.pi - 1j * gamma_oxide
j = np.argmin(abs(n * k_oxide - target))
assert abs(n * k_oxide[j] - target) < 1e-5
coefficient_oxide = quality(k_oxide[j]) / order


# Worked example and neglected effects
def omega_mode(m, index=n):
    return c / (index * L) * (m * np.pi - 1j * gamma_of(index))


omega_10 = omega_mode(order)
wavelength = 2 * np.pi * c / omega_10.real
Q_10 = quality(omega_10)
line_nm = wavelength / Q_10 * 1e9

n_group = 3.6


def dispersive_mode(m):
    omega = omega_mode(m)
    for _ in range(80):
        index = n + (n_group - n) * (omega / omega_10.real - 1)
        omega = omega_mode(m, index)
    return omega


Q_dispersive = quality(dispersive_mode(order))
assert abs(Q_dispersive / Q_10 - n_group / n) < 2e-3

absorption = 100.0                              # 1/m, equal to 1 per cm
kappa = absorption * wavelength / (4 * np.pi)
Q_absorbing = quality(omega_mode(order, n + 1j * kappa))
assert abs((1 - Q_absorbing / Q_10) / (absorption * L / (2 * gamma)) - 1) < 0.01
dn_dT, heating = 1.8e-4, 50.0
heat_shift = wavelength * dn_dT * heating / n * 1e9
thickness_spread = 20e-9
thickness_shift = wavelength * thickness_spread / L * 1e9
waist = 10e-6
angle = wavelength / (np.pi * waist)
beam_shift = wavelength * (1 - np.sqrt(1 - (np.sin(angle) / n)**2)) * 1e9

print(f"slab index n = {n:.2f}")
print(f"slab thickness L = {L*1e9:.0f} nm")
print(f"internal amplitude reflection r = {r:.5f}")
print(f"gamma = ln((n+1)/(n-1)) = {gamma:.5f}")
print(f"Q/m from formula = {coefficient:.5f}")
print(f"Q/m from eigenvalue, order 10 = {Q_numeric/order:.5f}")
print(f"r^2 (field factor per round trip) = {r**2:.5f}")
print(f"field factor from evolved pulse = {pulse_factor:.5f}")
print(f"r^4 (energy factor per round trip) = {r**4:.5f}")
print("Modes: order, Re f (THz), Im f (THz), wavelength (nm), Q")
for m in (0, 1, 2, 3, 8, 9, 10, 11, 12):
    f = omega_mode(m) / (2 * np.pi) / 1e12
    lam = f"{c/(f.real*1e12)*1e9:.1f}" if m else "none"
    print(f"  {m:2d}  {f.real:8.3f}  {f.imag:7.3f}  {lam}  {quality(f):.3f}")
print(f"mode spacing c/(2nL) = {c/(2*n*L)/1e12:.3f} THz")
print(f"|Im omega| = {abs(omega_10.imag)/1e12:.3f} rad/ps")
print(f"energy lifetime = {1e15/(2*abs(omega_10.imag)):.2f} fs")
print(f"round-trip time = {2*n*L/c*1e15:.2f} fs")
print(f"outside growth length nL/gamma = {n*L/gamma*1e6:.2f} um")
print(f"pole linewidth 2|Im f| = {abs(omega_10.imag)/np.pi/1e12:.3f} THz")
print(f"order 10 linewidth lambda/Q = {line_nm:.2f} nm")
print(f"half-maximum width = {(upper-lower)*c/(2*np.pi*n*L)/1e12:.3f} THz")
print(f"order 10 Q from half-maximum width = {Q_width:.3f}")
print(f"Q/m from half-maximum width = {Q_width/order:.4f}")
print(f"minimum transmission = {transmission(centre+np.pi/2):.4f}")
print(f"rough group index = {n_group:.2f}")
print(f"order 10 Q with dispersion = {Q_dispersive:.3f}")
print(f"Q rise from dispersion = {100*(Q_dispersive/Q_10-1):.2f} %")
for m in (8, 12):
    print(f"Q/m with dispersion, order {m} = "
          f"{quality(dispersive_mode(m))/m:.4f}")
print(f"rough absorption = {absorption/100:.1f} per cm")
print(f"Q loss from absorption = {100*(1-Q_absorbing/Q_10):.4f} %")
print(f"rough dn/dT = {dn_dT:.1e} per K, heating = {heating:.0f} K")
print(f"shift from heating = {heat_shift:.2f} nm")
print(f"thickness variation = {thickness_spread*1e9:.0f} nm")
print(f"shift from thickness = {thickness_shift:.2f} nm")
print(f"thickness shift / linewidth = {thickness_shift/line_nm:.3f}")
print(f"beam waist = {waist*1e6:.0f} um, half-angle = {angle:.4f} rad")
print(f"shift at beam half-angle = {beam_shift:.3f} nm")
print(f"rough oxide index = {n_oxide:.2f}")
print(f"Q/m on oxide substrate = {coefficient_oxide:.4f}")
print("success")
```

Printed output:

```
slab index n = 3.50
slab thickness L = 2200 nm
internal amplitude reflection r = 0.55556
gamma = ln((n+1)/(n-1)) = 0.58779
Q/m from formula = 2.67239
Q/m from eigenvalue, order 10 = 2.67239
r^2 (field factor per round trip) = 0.30864
field factor from evolved pulse = 0.30864
r^4 (energy factor per round trip) = 0.09526
Modes: order, Re f (THz), Im f (THz), wavelength (nm), Q
   0     0.000   -3.642  none  0.000
   1    19.467   -3.642  15400.0  2.672
   2    38.934   -3.642  7700.0  5.345
   3    58.401   -3.642  5133.3  8.017
   8   155.736   -3.642  1925.0  21.379
   9   175.203   -3.642  1711.1  24.052
  10   194.670   -3.642  1540.0  26.724
  11   214.137   -3.642  1400.0  29.396
  12   233.605   -3.642  1283.3  32.069
mode spacing c/(2nL) = 19.467 THz
|Im omega| = 22.885 rad/ps
energy lifetime = 21.85 fs
round-trip time = 51.37 fs
outside growth length nL/gamma = 13.10 um
pole linewidth 2|Im f| = 7.285 THz
order 10 linewidth lambda/Q = 57.63 nm
half-maximum width = 8.323 THz
order 10 Q from half-maximum width = 23.390
Q/m from half-maximum width = 2.3390
minimum transmission = 0.2791
rough group index = 3.60
order 10 Q with dispersion = 27.488
Q rise from dispersion = 2.86 %
Q/m with dispersion, order 8 = 2.7181
Q/m with dispersion, order 12 = 2.7792
rough absorption = 1.0 per cm
Q loss from absorption = 0.0187 %
rough dn/dT = 1.8e-04 per K, heating = 50 K
shift from heating = 3.96 nm
thickness variation = 20 nm
shift from thickness = 14.00 nm
thickness shift / linewidth = 0.243
beam waist = 10 um, half-angle = 0.0490 rad
shift at beam half-angle = 0.151 nm
rough oxide index = 1.45
Q/m on oxide substrate = 2.1381
success
```
